\section*{Poisson Column Heights and Square-Root Roughness in Random Deposition}

\section{Ten layers of roughness from a hundred}

Suppose that an iron film with a mean thickness of 100 atomic layers, or about 14.5 nm, is built from atoms that each stay on top of the column they hit. A simulated deposit of this kind, with 65\,536 columns, has an rms roughness of 9.991 layers. After 30 layers it was 5.478, and after 10 layers 3.174. The beam is uniform and the substrate flat, so nothing in the conditions favours one column over another. The roughness must come from the arrivals themselves, and it has to be explained why it is close to the square root of the number of layers.

The model is as follows. The surface is divided into $L$ equivalent columns. The material arrives in identical blocks, each as wide as a column. A block lands on a column chosen at random, independently of all other blocks and of the present heights, and never moves. Heights are counted in blocks until Section~\ref{sec:length}, and all columns start at height zero.

\section{The height distribution of one column}

Let the blocks reach each column as a Poisson stream with rate $r(t)$. In a short time $dt$ one block arrives with probability $r\,dt$, two or more arrive with a probability that vanishes faster than $dt$, and arrivals in separate time intervals or on separate columns are independent. Let $P_n(t)$ be the probability that a column has height $n$. It has height $n$ at $t+dt$ if it had height $n$ and received nothing, or had height $n-1$ and received one block:
\begin{equation}
P_n(t+dt)=(1-r\,dt)\,P_n(t)+r\,dt\,P_{n-1}(t).
\label{eq:balance}
\end{equation}
Subtracting $P_n(t)$, dividing by $dt$ and letting $dt\to0$ gives
\begin{equation}
\frac{dP_n}{dt}=r(t)\,\bigl(P_{n-1}-P_n\bigr),\qquad P_{-1}=0,\quad P_n(0)=\delta_{n0}.
\label{eq:master}
\end{equation}

These coupled equations become a single one for the generating function $G(z,t)=\sum_{n\ge0}P_n(t)z^n$. Multiply \eqref{eq:master} by $z^n$ and sum over $n$. The gain term gives $\sum_n P_{n-1}z^n=z\sum_n P_{n-1}z^{n-1}=zG$, so that
\begin{equation}
\frac{\partial G}{\partial t}=r(t)\,(z-1)\,G,\qquad G(z,0)=1.
\label{eq:G}
\end{equation}
At fixed $z$ this is a linear equation in time. With
\begin{equation}
m(t)=\int_0^t r(t')\,dt'
\label{eq:m}
\end{equation}
its solution is
\begin{equation}
G=e^{m(z-1)}=e^{-m}\sum_{n=0}^{\infty}\frac{m^n}{n!}\,z^n .
\label{eq:Gsol}
\end{equation}
The coefficient of $z^n$ is the probability sought, the Poisson law
\begin{equation}
P_n=e^{-m}\,\frac{m^n}{n!}.
\label{eq:poisson}
\end{equation}

The moments follow from derivatives at $z=1$, because $\partial_zG=\sum_n nP_nz^{n-1}$ and $\partial_z^2G=\sum_n n(n-1)P_nz^{n-2}$. From \eqref{eq:Gsol}, $\partial_zG=mG$ and $\partial_z^2G=m^2G$, while $G=1$ at $z=1$. Therefore
\begin{equation}
\langle n\rangle=m,\qquad \langle n(n-1)\rangle=m^2,
\label{eq:moments}
\end{equation}
and the variance is
\begin{equation}
\langle n^2\rangle-\langle n\rangle^2=(m^2+m)-m^2=m .
\label{eq:var}
\end{equation}
The quantity $m$ is thus the mean height, and the rms deviation from it is $\sqrt m$.

Only the integral \eqref{eq:m} enters, so a source whose rate drifts in time gives the same law at the same mean height. For example, take $r=2+1.5\sin t$ in dimensionless time up to $t=3$, for which $m=6+1.5(1-\cos3)=8.98499$. Direct numerical integration of \eqref{eq:master} gives 8.98499 for both the mean and the variance.

\section{Thin and thick deposits}

For a thin deposit the law is strongly lopsided. The fraction of bare substrate is $P_0=e^{-m}$, which is still 0.0498 at a mean height of three layers; the simulated surface had 0.0499. At $m=1$ the roughness equals the mean height.

For a thick deposit, measure the height from its mean in units of the rms deviation, $x=(n-m)/\sqrt m$. Setting $z=e^{s/\sqrt m}$ in \eqref{eq:Gsol} gives $\langle e^{sn/\sqrt m}\rangle$, and the shift by $m$ supplies a factor $e^{-s\sqrt m}$. Hence
\begin{align}
\ln\langle e^{sx}\rangle
&=m\bigl(e^{s/\sqrt m}-1\bigr)-s\sqrt m \nonumber\\
&=m\left(\frac{s}{\sqrt m}+\frac{s^2}{2m}+\frac{s^3}{6m^{3/2}}+\dots\right)-s\sqrt m \nonumber\\
&=\frac{s^2}{2}+\frac{s^3}{6\sqrt m}+\dots
\label{eq:gauss}
\end{align}
The first term alone belongs to a Gaussian of unit variance. The coefficient of $s^3/3!$ is the skewness, $1/\sqrt m$. At 100 layers it is 0.1, so the height distribution is nearly symmetric, with a slightly longer tail towards tall columns.

The absolute roughness grows without limit in this model, while the relative roughness $\sqrt m/m=1/\sqrt m$ falls. A thicker film is rougher in nanometres and smoother as a fraction of its thickness.

\section{A fixed number of blocks}

The large simulation used here drops a prescribed number $N$ of blocks instead of running a Poisson stream. Each block then hits a given column with probability $1/L$, and the height of that column is binomial:
\begin{equation}
P_n=\binom{N}{n}\frac{1}{L^n}\left(1-\frac1L\right)^{N-n}.
\label{eq:binomial}
\end{equation}
Let $L\to\infty$ with $m=N/L$ and $n$ fixed. Writing out the binomial coefficient,
\begin{equation}
P_n=\frac{1}{n!}\left[\prod_{k=0}^{n-1}\left(m-\frac kL\right)\right]
\left(1-\frac1L\right)^{mL}\left(1-\frac1L\right)^{-n}.
\label{eq:limit}
\end{equation}
The product tends to $m^n$ and the last factor to 1. The logarithm of the middle factor is $mL\ln(1-1/L)=-m-m/(2L)-\dots$, so that factor tends to $e^{-m}$, and \eqref{eq:poisson} is recovered. For a prescribed number of blocks, the Poisson law is therefore the limit of a large surface at constant mean height. At $m=5$, half the summed absolute difference between the two laws is $2.46\times10^{-3}$ for $L=100$ and $2.45\times10^{-4}$ for $L=1000$, a tenfold fall for a tenfold larger surface.

\section{Roughness of one finite surface}

A measurement on one surface refers heights to the mean of that surface, $\bar h=(1/L)\sum_ih_i$, and gives
\begin{equation}
w^2=\frac1L\sum_{i=1}^L(h_i-\bar h)^2=\frac1L\sum_{i=1}^Lh_i^2-\bar h^2 .
\label{eq:w2}
\end{equation}
For independent Poisson columns, $\langle h_i^2\rangle=m+m^2$ by \eqref{eq:moments}. The average $\bar h$ has mean $m$ and variance $m/L$, so $\langle\bar h^2\rangle=m^2+m/L$. Subtraction gives
\begin{equation}
\langle w^2\rangle=m\left(1-\frac1L\right).
\label{eq:finite}
\end{equation}
The missing part $m/L$ is the fluctuation of the whole surface up or down, which does not count as roughness.

For fixed $N$ the same mean, and also the scatter about it, follow from counting pairs. A column of height $h_i$ contains $h_i(h_i-1)/2$ pairs of blocks, so $h_i^2=h_i+2\cdot h_i(h_i-1)/2$. If $C$ is the number of pairs on the whole surface that share a column, then
\begin{equation}
\sum_ih_i^2=N+2C,\qquad w^2=\frac NL+\frac{2C}{L}-\frac{N^2}{L^2}.
\label{eq:pairs}
\end{equation}
There are $N(N-1)/2$ pairs, and each shares a column with probability $1/L$. Hence
\begin{equation}
\langle w^2\rangle=\frac NL+\frac{N(N-1)}{L^2}-\frac{N^2}{L^2}
=\frac NL\left(1-\frac1L\right),
\label{eq:finiteN}
\end{equation}
which is \eqref{eq:finite} with $m=N/L$.

For the variance we need to know whether the coincidences are correlated. Two pairs without a common block are independent. Two pairs $(a,b)$ and $(a,c)$ both coincide if $b$ and $c$ each fall in the column of $a$, which has probability $1/L^2=(1/L)(1/L)$, so they are uncorrelated too. The variances $(1/L)(1-1/L)$ of the single pairs therefore add, and since $C$ enters $w^2$ with the factor $2/L$,
\begin{equation}
\mathrm{Var}(w^2)=\frac{4}{L^2}\,\frac{N(N-1)}{2}\,\frac{L-1}{L^2}
=\frac{2N(N-1)(L-1)}{L^4}.
\label{eq:varw}
\end{equation}
For $L=3$ and $N=6$, equations \eqref{eq:finiteN} and \eqref{eq:varw} give $4/3$ and $120/81=40/27$. Enumeration of all 729 deposition sequences gives the same two fractions.

Dividing the square root of \eqref{eq:varw} by \eqref{eq:finiteN} gives the relative scatter of $w^2$,
\begin{equation}
\sqrt{\frac{2(N-1)}{N(L-1)}}\simeq\sqrt{\frac2L}\qquad(N,L\gg1).
\label{eq:scatter}
\end{equation}
A small relative change of $w$ is half that of $w^2$, so $w$ scatters by about $1/\sqrt{2L}$. For 65\,536 columns this is 0.28\,\%. One large surface is thus enough to show the ensemble result:
\begin{center}
\begin{tabular}{lccccc}
mean height $m$ (blocks) & 1 & 3 & 10 & 30 & 100\\
simulated $w$ (blocks) & 1.002 & 1.742 & 3.174 & 5.478 & 9.991\\
$\sqrt m$ (blocks) & 1.000 & 1.732 & 3.162 & 5.477 & 10.000
\end{tabular}
\end{center}
The largest relative departure, 0.6\,\% at $m=3$, is about two standard deviations. A straight-line fit of $\ln w$ against $\ln m$ has slope 0.4991, against the predicted $1/2$.

\section{No lateral structure}

With Poisson arrivals the columns are independent. With fixed $N$ they compete weakly for blocks. Let $V=m(1-1/L)$ be the variance of one column and $K$ the covariance of two. The sum of all heights is fixed and has zero variance, so
\begin{equation}
0=LV+L(L-1)K,\qquad K=-\frac{V}{L-1}.
\label{eq:cov}
\end{equation}
The correlation $K/V=-1/(L-1)$ is negligible on a large surface. The simulated value for nearest neighbours at $m=100$ is 0.0023, within the statistical scale $1/\sqrt L=0.004$.

The mean square height difference of two columns is
\begin{equation}
\langle(h_i-h_j)^2\rangle=2V-2K=2V\,\frac{L}{L-1}=2m .
\label{eq:step}
\end{equation}
Adjacent columns thus differ by as much as distant ones. At 100 layers the rms step is $\sqrt{200}=14.14$ blocks, and the simulated surface has 14.11. Such a surface has large steps between neighbouring columns, and the height of one column says almost nothing about the height of the next.

The measured roughness therefore depends on lateral resolution. If an instrument reports the mean height of patches of $q$ columns, with $q\ll L$, the variance of that mean is $qm/q^2$, and
\begin{equation}
w_q=\sqrt{m/q}.
\label{eq:patch}
\end{equation}
For patches of $4\times4$ columns at $m=100$ this is 2.500 blocks. The simulation gives 2.524, a difference of 1\,\%, which is the scatter to be expected from 4096 patches.

\section{From blocks to nanometres}
\label{sec:length}

Let a block have height $b$, so that the mean film thickness is $H=bm$. The roughness in units of length is
\begin{equation}
W=b\sqrt m=b\sqrt{H/b}=\sqrt{bH}.
\label{eq:length}
\end{equation}
The square root of the mean height is thus the roughness when heights are counted in blocks; in units of length the block height enters as well. At fixed $H$ and fixed column width, finer blocks give a smoother film, and $W\to0$ as $b\to0$. The roughness is a trace of the graininess of matter, like shot noise in a current.

For the (001) surface of bcc iron take a lattice parameter $a=0.29$ nm, a rough value. One surface cell has area $a^2$, and the volume per atom is $a^3/2$, so a block with the footprint of one cell has height $b=a/2=0.145$ nm. For 100 layers,
\begin{equation}
H=100\times0.145\ \mathrm{nm}=14.5\ \mathrm{nm},\qquad
W=\sqrt{0.145\times14.5}\ \mathrm{nm}=1.45\ \mathrm{nm},
\label{eq:example}
\end{equation}
which is 10\,\% of the thickness.

\section{What a real iron film would change}

Let the film grow at 0.05 nm/s on a substrate at 100 K. One layer then takes $\tau=0.145/0.05=2.9$ s and the film 290 s. The low temperature is chosen to suppress diffusion. With a rough barrier $E=0.45$ eV for hopping on a flat terrace and a rough attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$, the hop rate is $\nu e^{-E/kT}$. At 100 K this gives $6\times10^{-8}$ hops per atom during the whole deposition. At 300 K it gives $8\times10^5$ hops in one layer time, and the columns are no longer independent. A hop within a terrace moves an atom from a column of height $h$ to one of height $h-1$ and only exchanges the two heights, so it builds lateral structure but leaves the height distribution and $w$ unchanged. The roughness falls only when atoms step down to a lower layer, and rare hops of that kind can already lower it. The onset of mobility is gradual. As a rough marker take one hop per layer time, $\nu\tau e^{-E/kT}=1$:
\begin{equation}
T=\frac{E}{k\ln(\nu\tau)}\approx170\ \mathrm{K}.
\label{eq:onset}
\end{equation}
It is proportional to $E$, so a 10\,\% error in $E$ shifts it by 10\,\%, or about 17 K. A factor of ten in $\nu$ shifts it by 12 to 14 K. Atoms crossing a step edge or sitting on the sides of steep towers have other barriers, which this estimate does not cover, so it marks the onset of terrace mobility and not necessarily of smoothing.

Cold alone does not justify the model. On bcc (001) an atom rests in a hollow between four supporting atoms, whereas random deposition lets it balance on a tower. The effect can be sized by letting each arriving atom slide to randomly chosen lower neighbours until it has four supports. With the same 100 layers, one simulated surface of $48\times48$ cells then has a roughness of 0.94 layers (it varies by about 0.1 layer from run to run), or 0.14 nm, smaller than 1.45 nm by a factor of about 11. By this measure even a flat surface has a roughness of 0.50 layers, because corner and centre columns end at alternate levels. These columns also rise by two layers per atom, so the comparison with 1.45 nm includes a change of geometry. Without sliding, each would hold $m/2$ atoms on average, with a height variance of $4\times m/2=2m$ and a roughness of $\sqrt{200}\approx14.1$ layers. Sliding alone thus lowers the roughness by a factor of roughly 14 to 16.

Atoms may also stick to the side of a taller neighbour. In the simplest rule, a column that is hit rises by one block or to the top of its tallest neighbour, whichever is higher. With the same 100 blocks per column, one simulated surface of $48\times48$ columns has a roughness of 4.57 blocks, or 0.66 nm, a value that varies by a few tenths of a block from run to run and grows with the size of the surface, but a mean height of about 47 nm, with voids filling 69\,\% of the space below the column tops. Both attachment rules couple a column to its neighbours, and at 100 layers both simulated surfaces are smoother than under random deposition. Coupling does not always smooth: up to about ten blocks per column, side sticking gives a rougher surface than $\sqrt m$. The value of 1.45 nm is therefore a reference for independent columns and not a forecast for an iron film. The two simulated values are also model results, without grains or impurities.

The direction of the beam sets a further condition. A step of height $s$ in a beam tilted by $\theta$ from the normal casts a shadow of length $s\tan\theta$. For the rms step $s=b\sqrt{2m}$, about 2.05 nm here, the shadow covers a full column when
\begin{equation}
\tan\theta=\frac{a}{b\sqrt{2m}}\approx\frac{0.29}{2.05},\qquad \theta\approx8^\circ .
\label{eq:shadow}
\end{equation}
Smaller tilts already shade part of a column. For a beam along a row, half of the neighbours on the source side are taller, and with Gaussian steps the mean shaded fraction at small tilt is about $s\tan\theta/(a\sqrt{2\pi})$, a tenth at $2^\circ$, so $8^\circ$ lies well past the onset. Once shading is appreciable, the arrival rate on a column depends on its neighbours, and \eqref{eq:master} no longer holds with a common $r(t)$. The angle in \eqref{eq:shadow} shrinks as the film thickens, so a tilt that is harmless at first may later cause appreciable shadowing.

Finally, the flux must be uniform. If the expected heights $m_i$ vary across a large surface with mean $m$ and variance $\epsilon^2m^2$, averaging $\langle h_i^2\rangle=m_i+m_i^2$ over the columns and subtracting $m^2$ gives
\begin{equation}
\langle w^2\rangle\simeq m+\epsilon^2m^2 .
\label{eq:nonuniform}
\end{equation}
The second term overtakes the first at $m=1/\epsilon^2$. For a 1\,\% variation this happens at $10^4$ layers, and well beyond that the roughness grows nearly in proportion to the thickness. At 100 layers the same variation adds 1 to a variance of 100, so the arrival noise still dominates.

\section*{Calculated quantities}
\begin{verbatim}
MASTER EQUATION, time-dependent rate
integrated rate m = 8.98499 blocks
mean from integration = 8.98499 blocks
variance from integration = 8.98499 blocks^2
largest probability error = 6.1e-13
FIXED NUMBER OF BLOCKS, full enumeration
L = 3 columns, N = 6 blocks, 729 sequences
mean of w^2 = 4/3 blocks^2
variance of w^2 = 40/27 blocks^4
Poisson arrivals, L = 3, m = 2: mean w^2 = 1.33333 blocks^2
half summed |binomial - Poisson| at m = 5:
  L = 100: 2.46e-03;  L = 1000: 2.45e-04
SIMULATED DEPOSIT, L = 65536 columns
m =   1: w = 1.002, sqrt(m) = 1.000 blocks
m =   3: w = 1.742, sqrt(m) = 1.732 blocks
m =  10: w = 3.174, sqrt(m) = 3.162 blocks
m =  30: w = 5.478, sqrt(m) = 5.477 blocks
m = 100: w = 9.991, sqrt(m) = 10.000 blocks
bare fraction at m = 3: 0.0499, exp(-3) = 0.0498
fitted growth exponent = 0.4991
largest cumulative-probability gap, m = 100: 0.0024
neighbour correlation, m = 100: 0.0023
rms neighbour step = 14.11, sqrt(2m) = 14.14 blocks
w of 4 x 4 patch means = 2.524, formula 2.500 blocks
expected relative scatter of w = 0.28 %
EXAMPLE: bcc-Fe (001), rough typical inputs
lattice parameter = 0.29 nm, block height = 0.145 nm
rate = 0.05 nm/s, substrate = 100 K
layers = 100, thickness = 14.50 nm
deposition time = 290 s, per layer = 2.90 s
random-deposition roughness = 1.450 nm (10.0 % of thickness)
NEGLECTED EFFECTS
barrier = 0.45 eV, attempt rate = 1e+13 1/s
hops per atom in whole deposition at 100 K = 6.1e-08
hops per atom in one layer time at 300 K = 8.0e+05
one hop per layer time at T = 168 K
funnelling: w = 0.94 layers = 0.136 nm (flat start 0.50 layers)
random deposition / funnelling = 10.7
side sticking: w = 4.57 blocks = 0.662 nm
side sticking: mean height = 47.4 nm, void fraction = 0.69
rms neighbour step = 2.05 nm across 0.29 nm
beam tilt that shades one full column = 8.1 degrees
\end{verbatim}
